# Roothaan Iteration: Alternating Minimization, Two-Cycles and the Level Shift: a program that tests the result

```python
# RESULT UNDER TEST (closed-shell Hartree-Fock, orthonormal real basis)
#   D : projector on the occupied orbitals, F(D) = h + G(D), G linear.
#   Roothaan map with level shift b: D_next = projector on the lowest
#   eigenvectors of F(D) - b D.  It lowers the two-matrix energy
#     aux(A,B) = Tr h(A+B) + Tr G(A)B - b Tr AB,
#   so the iterates settle to one matrix or to a two-cycle (gap assumed).
#   For b > max(g,0), g = largest eigenvalue of G on symmetric traceless
#   matrices, the true energy W(D) = 2 Tr hD + Tr G(D)D falls at every step
#   and the iterates converge to a solution of [F(D), D] = 0.
# Energies in hartree, lengths in bohr unless a label says otherwise.
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
norm = np.linalg.norm
rng = np.random.default_rng(7)


def aufbau(H, n_occ):
    """Projector on the n_occ lowest eigenvectors, and the gap above them."""
    levels, C = np.linalg.eigh(H)
    occupied = C[:, :n_occ]
    return occupied @ occupied.T, levels[n_occ] - levels[n_occ - 1]


def energy(h, G, D):
    return 2 * np.sum(h * D) + np.sum(G(D) * D)


def aux_energy(h, G, A, B, b=0.0):
    return np.sum(h * (A + B)) + np.sum(G(A) * B) - b * np.sum(A * B)


def iterate(h, G, n_occ, D, b, tol, max_steps=8000):
    """Iterate until the two-step change is below tol."""
    densities, gaps = [D], []
    for _ in range(max_steps):
        D_old = densities[-1]
        D_new, gap = aufbau(h + G(D_old) - b * D_old, n_occ)
        densities.append(D_new)
        gaps.append(gap)
        if len(densities) > 2 and norm(D_new - densities[-3]) < tol:
            return densities, gaps
    raise AssertionError("two-step change did not vanish")


def largest_coupling(G, n):
    """Largest eigenvalue of G on symmetric traceless n x n matrices."""
    def project(A):
        return (A + A.T) / 2 - np.trace(A) / n * np.eye(n)
    columns = []
    for index in range(n * n):
        unit = np.zeros(n * n)
        unit[index] = 1.0
        columns.append(project(G(project(unit.reshape(n, n)))).ravel())
    M = np.array(columns)
    assert np.allclose(M, M.T, atol=1e-9)
    return np.linalg.eigvalsh(M)[-1]


def check_inequalities(h, G, densities, gaps, b, g, tol=1e-9):
    """Descent and gradient bounds at every step; tol covers rounding."""
    for k in range(len(densities) - 1):
        A, B = densities[k], densities[k + 1]
        fall = energy(h, G, A) - energy(h, G, B)
        assert fall >= (b + gaps[k] - g) * norm(B - A)**2 - tol
        if k + 2 < len(densities):
            C = densities[k + 2]
            fall = aux_energy(h, G, A, B, b) - aux_energy(h, G, B, C, b)
            assert fall >= gaps[k + 1] / 2 * norm(C - A)**2 - tol
            H = h + G(B) - b * B
            assert norm(H @ A - A @ H) <= 2 * norm(H, 2) * norm(C - A) + tol


# --- gap lemma on random matrices and random projectors
for _ in range(300):
    H = rng.normal(size=(7, 7))
    H = H + H.T
    P, gap = aufbau(H, 3)
    Q = np.linalg.qr(rng.normal(size=(7, 3)))[0]
    trial = Q @ Q.T
    assert np.sum(H * (trial - P)) >= gap / 2 * norm(trial - P)**2 - 1e-11

# --- two-site model: hopping t, on-site repulsion U, one electron pair
t, U = 0.1, 0.5
h2 = np.array([[0.0, -t], [-t, 0.0]])


def G2(D):
    return U * np.diag(np.diag(D))


def site_density(bond, polarity):
    return 0.5 * np.array([[1 + polarity, bond], [bond, 1 - polarity]])


def polarity_of(D):
    return D[0, 0] - D[1, 1]


g2 = largest_coupling(G2, 2)
assert abs(g2 - U) < 1e-12
threshold = (U - 2 * t) / 2
print(f"Two-site model: t = {t:.2f}, U = {U:.2f}, g = {g2:.3f} hartree")
print(f"threshold shift = {threshold:.3f} hartree"
      f" = {threshold * HARTREE_EV:.3f} eV")

start = site_density(np.sqrt(1 - 0.3**2), 0.3)
print("b = 0 run: k, polarity, W(D_k), aux(D_k,D_k+1) in hartree")
trace, _ = iterate(h2, G2, 1, start, 0.0, 1e-12)
for k in range(6):
    print(f" {k} {polarity_of(trace[k]):9.5f} {energy(h2, G2, trace[k]):9.5f}"
          f" {aux_energy(h2, G2, trace[k], trace[k + 1]):9.5f}")
bonding = site_density(1.0, 0.0)
W_bonding = energy(h2, G2, bonding)
cycle_aux = aux_energy(h2, G2, trace[-2], trace[-1])
cycle_W = energy(h2, G2, trace[-1])
assert cycle_aux < W_bonding < cycle_W
print(f"cycle: aux = {cycle_aux:.5f}, W of a member = {cycle_W:.5f} hartree")
print(f"bonding solution: W = aux = {W_bonding:.5f} hartree")

print("shift b (hartree), steps, final |polarity|, predicted")
for b in (0.0, 0.10, 0.14, 0.16, 0.20, 0.60):
    run, gaps = iterate(h2, G2, 1, start, b, 1e-12)
    check_inequalities(h2, G2, run, gaps, b, g2, tol=1e-12)
    found = abs(polarity_of(run[-1]))
    predicted = (np.sqrt(1 - (2 * t / (U - 2 * b))**2)
                 if b < threshold else 0.0)
    assert abs(found - predicted) < 1e-9
    if b < threshold:
        assert abs(polarity_of(run[-1]) + polarity_of(run[-2])) < 1e-9
    else:
        assert norm(run[-1] - bonding) < 1e-9
    print(f" {b:.2f} {len(run) - 1:5d} {found:.6f} {predicted:.6f}")

print("shift b (hartree), measured multiplier, predicted")
for b in (0.0, 0.20, 5.0):
    small = 1e-4
    D = site_density(np.sqrt(1 - small**2), small)
    D_next, _ = aufbau(h2 + G2(D) - b * D, 1)
    measured = polarity_of(D_next) / small
    predicted = (b - U) / (2 * t + b)
    assert abs(measured - predicted) < 1e-6
    print(f" {b:.2f} {measured:9.5f} {predicted:9.5f}")

# A guaranteed shift may still end in a non-aufbau local minimum.
b_trap, bond_start = 0.60, -0.9
run, gaps = iterate(h2, G2, 1,
                    site_density(bond_start, np.sqrt(1 - bond_start**2)),
                    b_trap, 1e-12)
check_inequalities(h2, G2, run, gaps, b_trap, g2, tol=1e-12)
trapped = run[-1]
F_trapped = h2 + G2(trapped)
assert norm(F_trapped @ trapped - trapped @ F_trapped) < 1e-10
assert norm(aufbau(F_trapped, 1)[0] - trapped) > 1.0
W_trapped = energy(h2, G2, trapped)
for angle in (-0.05, 0.05):
    neighbour = site_density(-np.cos(angle), np.sin(angle))
    assert energy(h2, G2, neighbour) > W_trapped
print(f"trap: b = {b_trap:.2f} hartree, start bond order {bond_start:.1f}")
print(f"trap: final bond order = {2 * trapped[0, 1]:.5f},"
      f" W = {W_trapped:.5f} hartree")

# --- BF3, restricted Hartree-Fock, STO-3G, planar with equal bonds
bond_length = 2.5
atoms = [["B", (0.0, 0.0, 0.0)]]
for j in range(3):
    phi = 2 * np.pi * j / 3
    atoms.append(["F", (bond_length * np.cos(phi),
                        bond_length * np.sin(phi), 0.0)])
mol = gto.M(atom=atoms, unit="Bohr", basis="sto-3g", verbose=0)
n, n_occ = mol.nao_nr(), mol.nelectron // 2
overlap = mol.intor("int1e_ovlp")
h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri_ao = mol.intor("int2e").reshape(n, n, n, n)
s, V = np.linalg.eigh(overlap)
X = V @ np.diag(s**-0.5) @ V.T
h_mol = X @ h_ao @ X
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, X, X, X, X, optimize=True)
G_matrix = (2 * eri - eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)


def G_mol(D):
    return (G_matrix @ D.ravel()).reshape(n, n)


g_mol = largest_coupling(G_mol, n)
b_safe = float(np.ceil(max(g_mol, 0.0)))
assert b_safe > g_mol
print(f"BF3: B-F = {bond_length:.2f} bohr"
      f" = {bond_length * BOHR_ANGSTROM:.4f} angstrom")
print(f"BF3: {n} basis functions, {n_occ} occupied orbitals")
print(f"BF3: g = {g_mol:.4f} hartree = {g_mol * HARTREE_EV:.2f} eV")
D_core, _ = aufbau(h_mol, n_occ)
W_core = energy(h_mol, G_mol, D_core) + mol.energy_nuc()
print(f"BF3: total energy of the core-guess start = {W_core:.6f} hartree")
for b in (0.0, 1.0, b_safe):
    run, gaps = iterate(h_mol, G_mol, n_occ, D_core, b, 1e-9)
    check_inequalities(h_mol, G_mol, run, gaps, b, g_mol)
    assert min(gaps) > 1e-3          # the gap hypothesis holds on this run
    last = run[-1]
    one_step = norm(last - run[-2])
    outcome = "converged" if one_step < 1e-6 else "two-cycle"
    F_last = h_mol + G_mol(last)
    residual = norm(F_last @ last - last @ F_last)
    if b > g_mol:
        assert outcome == "converged" and residual < 1e-6
    # independent energy from the non-orthogonal atomic-orbital integrals
    dm = 2 * X @ last @ X
    J, K = scf.hf.dot_eri_dm(eri_ao, dm, hermi=1)
    total_ao = np.sum(dm * (h_ao + J / 2 - K / 4)) + mol.energy_nuc()
    total = energy(h_mol, G_mol, last) + mol.energy_nuc()
    assert abs(total - total_ao) < 1e-8
    aufbau_distance = norm(aufbau(F_last, n_occ)[0] - last)
    print(f"BF3, b = {b:.1f} hartree: {outcome}, {len(run) - 1} steps")
    print(f"  total energy = {total:.8f} hartree")
    print(f"  smallest gap on the run = {min(gaps):.4f} hartree")
    print(f"  commutator norm = {residual:.1e} hartree,"
          f" distance to aufbau = {aufbau_distance:.1e}")

print("success")
```

Output:

```
Two-site model: t = 0.10, U = 0.50, g = 0.500 hartree
threshold shift = 0.150 hartree = 4.082 eV
b = 0 run: k, polarity, W(D_k), aux(D_k,D_k+1) in hartree
 0   0.30000   0.08171   0.02961
 1  -0.60000   0.18000  -0.01028
 2   0.83205   0.31214  -0.03627
 3  -0.90126   0.36641  -0.03984
 4   0.91402   0.37773  -0.04000
 5  -0.91611   0.37963  -0.04000
cycle: aux = -0.04000, W of a member = 0.38000 hartree
bonding solution: W = aux = 0.05000 hartree
shift b (hartree), steps, final |polarity|, predicted
 0.00    19 0.916515 0.916515
 0.10    54 0.745356 0.745356
 0.14   218 0.416598 0.416598
 0.16   417 0.000000 0.000000
 0.20    90 0.000000 0.000000
 0.60    15 0.000000 0.000000
shift b (hartree), measured multiplier, predicted
 0.00  -2.50000  -2.50000
 0.20  -0.75000  -0.75000
 5.00   0.86538   0.86538
trap: b = 0.60 hartree, start bond order -0.9
trap: final bond order = -1.00000, W = 0.45000 hartree
BF3: B-F = 2.50 bohr = 1.3229 angstrom
BF3: 20 basis functions, 16 occupied orbitals
BF3: g = 8.9138 hartree = 242.56 eV
BF3: total energy of the core-guess start = -315.932548 hartree
BF3, b = 0.0 hartree: converged, 24 steps
  total energy = -318.66120998 hartree
  smallest gap on the run = 0.3686 hartree
  commutator norm = 7.3e-11 hartree, distance to aufbau = 6.7e-11
BF3, b = 1.0 hartree: converged, 58 steps
  total energy = -318.66120998 hartree
  smallest gap on the run = 1.2305 hartree
  commutator norm = 4.8e-10 hartree, distance to aufbau = 4.7e-10
BF3, b = 9.0 hartree: converged, 299 steps
  total energy = -318.66120998 hartree
  smallest gap on the run = 9.1587 hartree
  commutator norm = 4.3e-09 hartree, distance to aufbau = 4.4e-09
success
```
